# How fast does an electron beam displace atoms in iron?

**Question.** An electron beam of current density 10 A/cm² passes through a thin foil in which each atom presents a displacement cross section of 50 barns. How often is each atom knocked off its site, how does that rate scale with the beam and the material, and how far can the number be trusted for a real iron foil?

**Answer.** About 0.003 times per second, or once in a little over five minutes. The rate is proportional to the current density and to the cross section. The current density is set by the operator. The cross section depends strongly on the energy needed to displace an atom, which is a large source of uncertainty for iron. The orientation of the crystal can also matter, because it affects both the electron flux at the atoms and the crystal directions in which they recoil.

### From current to damage rate

Let \(j\) be the current density and \(e\) the elementary charge. Each electron carries charge of magnitude \(e\), so the number crossing unit area per unit time is

\[
\phi=\frac{j}{e}=\frac{10\ \mathrm{A/cm^2}}{1.602\times10^{-19}\ \mathrm{C}}
=6.24\times10^{19}\ \mathrm{cm^{-2}\,s^{-1}} .
\]

The displacement cross section \(\sigma\) is an effective target area: an electron displaces the atom if it passes through a disc of area \(\sigma\) around it. If \(N\) electrons cross an area \(A\) at random, each has probability \(\sigma/A\) of hitting a given disc, and the mean number of hits on that disc is \(N\sigma/A\). In time \(t\) the number of electrons is \(N=\phi At\). The area cancels, leaving \(\sigma\phi t\) hits per atom. The rate is therefore

\[
K=\sigma\phi=\frac{\sigma j}{e}.
\]

One barn is \(10^{-24}\) cm², so

\[
K=(50\times10^{-24}\ \mathrm{cm^2})(6.24\times10^{19}\ \mathrm{cm^{-2}\,s^{-1}})
=3.12\times10^{-3}\ \mathrm{s^{-1}} .
\]

The unit is written dpa/s, displacements per atom per second. For other conditions,

\[
K\approx 0.0031\ \mathrm{dpa/s}\;
\left(\frac{\sigma}{50\ \mathrm{barn}}\right)
\left(\frac{j}{10\ \mathrm{A/cm^2}}\right).
\]

The foil thickness does not appear, because a thicker foil has more displacements and more atoms in the same proportion. This requires that the beam keep nearly the same energy, direction and flux throughout the foil. The current density must also be the local one: in a non-uniform beam, \(K\) varies from place to place.

### What one dpa means

The time to reach 1 dpa is \(1/K=320\) s. By then some atoms have been hit several times and others not at all. The probability that a given atom escapes all \(N\) electrons is

\[
\left(1-\frac{\sigma}{A}\right)^N\longrightarrow e^{-N\sigma/A}=e^{-Kt},
\]

where the limit takes \(A\) and \(N\) large at fixed \(N/A\). The fraction displaced at least once is \(1-e^{-Kt}\), which is 0.632 at 1 dpa if a displaced atom keeps the same cross section. A simulation with randomly placed discs and electrons, set for a mean of 1.000 hit per atom, counted 0.996 hits per atom and found a fraction 0.637 hit at least once.

For \(Kt\ll1\) the exponential gives \(1-e^{-Kt}\approx Kt\), and dose and displaced fraction agree. At larger doses they separate: the dose grows without limit, while the fraction cannot exceed one.

### How much energy an electron can give a nucleus

To see whether 50 barns is reasonable, consider iron in a 1 MeV beam. Let \(E\) be the electron's kinetic energy, \(m\) its mass, \(p\) its momentum and \(M\) the nuclear mass, taken here as the atomic mass. The nucleus is so heavy that the electron leaves with nearly its original momentum magnitude. If it is deflected by an angle \(\theta\), the momentum transferred is \(2p\sin(\theta/2)\), and the slow nucleus recoils with energy

\[
T=\frac{[2p\sin(\theta/2)]^2}{2M}=T_m\sin^2\frac{\theta}{2},
\qquad T_m=\frac{2p^2}{M}.
\]

The electron is relativistic. From \((E+mc^2)^2=p^2c^2+m^2c^4\) follows \(p^2c^2=E(E+2mc^2)\), so

\[
T_m=\frac{2E(E+2mc^2)}{Mc^2}
=\frac{2(1.000)(1.000+1.022)}{52024}\ \mathrm{MeV}
=77.7\ \mathrm{eV}.
\]

Solving the full energy and momentum balance for a head-on collision also gives 77.73 eV, so the heavy-nucleus approximation is ample here.

A permanent displacement needs a recoil above some threshold energy \(E_d\). In the simplest model every recoil with \(T>E_d\) displaces its atom and no weaker one does. The controlling ratio is then \(u=T_m/E_d\). If \(u<1\), the model gives no displacement at any current density: more current supplies more collisions, but no harder ones.

### The cross section and its scaling

The starting point is the McKinley–Feshbach formula, an approximation to the scattering of a relativistic electron by a point nucleus of charge number \(Z\). Let \(\beta\) be the electron speed divided by \(c\), \(\alpha\) the fine-structure constant, \(r_e\) the classical electron radius and \(x=\sin^2(\theta/2)\). Then

\[
\frac{d\sigma}{d\Omega}=\frac{Z^2r_e^2}{4}\,\frac{1-\beta^2}{\beta^4}\,
\frac{1}{x^2}\left[1-\beta^2x+\pi\alpha Z\beta(\sqrt{x}-x)\right].
\]

The factor \(1/x^2\) is Rutherford's law, the term \(-\beta^2x\) comes from the electron's spin, and the last term is the next correction in the nuclear charge.

Since \(dx=\sin(\theta/2)\cos(\theta/2)\,d\theta=\tfrac12\sin\theta\,d\theta\), the solid angle is \(d\Omega=2\pi\sin\theta\,d\theta=4\pi\,dx\). The condition \(T>E_d\) means \(x>1/u\), and the largest value is \(x=1\). The integrals needed are

\[
\int_{1/u}^1\frac{dx}{x^2}=u-1,\qquad
\int_{1/u}^1\frac{dx}{x}=\ln u,\qquad
\int_{1/u}^1\frac{dx}{x^{3/2}}=2(\sqrt u-1).
\]

The factor \(4\pi\) cancels the 4 in the denominator, and

\[
\sigma=\pi Z^2r_e^2\frac{1-\beta^2}{\beta^4}\,B(u),
\]
\[
B(u)=u-1-\beta^2\ln u+\pi\alpha Z\beta\left[2(\sqrt u-1)-\ln u\right].
\]

Two limits show how this scales.

**Near threshold.** Put \(u=1+\varepsilon\) with \(\varepsilon\ll1\). Then \(\ln u\approx\varepsilon-\varepsilon^2/2\) and \(2(\sqrt u-1)\approx\varepsilon-\varepsilon^2/4\). The last bracket is only \(\varepsilon^2/4\), so to first order \(B\approx(1-\beta^2)\varepsilon\) and

\[
\sigma\approx\pi Z^2r_e^2\frac{(1-\beta^2)^2}{\beta^4}
\left(\frac{T_m}{E_d}-1\right).
\]

The cross section starts linearly from zero, so a small change in beam energy or threshold can change it by a large factor. For fast electrons the linear range is short, because \(1-\beta^2\) is small and the next term in \(\varepsilon\) soon takes over. For iron at 1 MeV the linear formula is already about a third too low at \(\varepsilon=0.1\).

**Far above threshold.** When \(u\gg1\), the term \(u\) dominates \(B\). With \(\gamma=1/\sqrt{1-\beta^2}\) and \(p=\gamma\beta mc\), the maximum transfer is \(T_m=2m^2c^2\gamma^2\beta^2/M\). The factor \(\gamma^2\) cancels \(1-\beta^2\), giving

\[
\sigma\approx\frac{2\pi Z^2r_e^2}{\beta^2}\,\frac{(mc^2)^2}{Mc^2E_d}.
\]

As \(\beta\to1\) this becomes independent of beam energy and varies as \(1/E_d\). The limit counts one displacement per recoil, treats the nucleus as a point and keeps \(E\ll Mc^2\).

### Is 50 barns right for iron?

Iron has \(Z=26\), and at 1 MeV \(\beta=0.941\). Take first a threshold of 20 eV, roughly that of the easiest crystal directions. Then \(u=77.73/20=3.89\), and

\[
B=2.887-1.202+0.328=2.013,\qquad \sigma=49.5\ \mathrm{barn}.
\]

Now take 40 eV, a representative average over directions. At the same beam energy \(u=1.94\), and

\[
B=0.943-0.588+0.069=0.424,\qquad \sigma=10.4\ \mathrm{barn}.
\]

Doubling the threshold divides the cross section by 4.7, not by 2, because at 1 MeV iron is still far from the \(1/E_d\) limit. At 10 A/cm² the rate falls from \(3.1\times10^{-3}\) to \(6.5\times10^{-4}\) dpa/s. Within this formula, 50 barns corresponds to a threshold of 19.9 eV.

The scattering formula itself matters less. A sum over Dirac partial waves for a point nucleus, which does not expand in the nuclear charge, gives 53.2 barns for the 20 eV threshold and 11.4 barns for 40 eV. The McKinley–Feshbach values are lower by 7% and 9% of these. For \(Z=1\), at the same beam energy and with \(u=3.89\), the two methods agree to about one part in \(10^4\), as expected for an expansion in \(\alpha Z\).

### Secondary displacements

A struck atom may displace another. The Norgett–Robinson–Torrens rule assigns one displacement to a recoil between \(E_d\) and \(2E_d/0.8\), and \(0.8T/(2E_d)\) displacements above that. Here all of \(T\) is taken as available for displacing atoms. The rule was set up for the direction-averaged threshold, so its use with 20 eV below only illustrates the size of the effect.

For \(E_d=20\) eV the second range begins at 50 eV. The fraction of displacing recoils above 50 eV is \(B(77.73/50)/B(77.73/20)=0.193/2.01\), about one tenth. The hardest of them counts as \(0.8(77.73)/40=1.55\) displacements. The extra yield is therefore small: the cross section rises from 49.5 to 50.4 barns, or 1.8%. For \(E_d=40\) eV the second range would begin at 100 eV, beyond the reach of this beam, and the rule adds nothing.

### Displacements are not surviving defects

Each displacement creates a vacancy and an interstitial atom, which annihilate if they come close enough. Suppose that both are immobile and placed independently at random, and that a defect recombines with an opposite one anywhere within a volume of \(z\) sites. Let \(c\) be the number of surviving pairs per atom and \(D=Kt\) the dose.

At small \(zc\), a new vacancy meets an existing interstitial with probability \(zc\), and a new interstitial meets an existing vacancy with the same probability. Each meeting removes one pair from the gain, so

\[
\frac{dc}{dD}=1-2zc .
\]

With \(c=0\) at the start, the solution is \(c=(1-e^{-2zD})/(2z)\), and the retained fraction is

\[
\frac{c}{D}=\frac{1-e^{-2zD}}{2zD}\approx1-zD\qquad(zD\ll1).
\]

For a rough \(z=100\) and \(D=0.001\), the exponent is 0.2 and the fraction is 0.906. A simulation on a long row of sites, with the same \(z\) and \(D\), also gave 0.906. At the stated damage rate this dose takes 0.32 s, so recombination already removes about a tenth of the pairs in the first third of a second. The formula should not be carried to its plateau \(c=1/(2z)\): there \(zc=1/2\), and the assumption of small \(zc\) has failed.

In this model the loss depends on dose and not on dose rate. Thermal migration can change that: if defects are lost only by meeting each other, slower irradiation gives them more time to do so. In a thin foil they can also escape to the surfaces, which can weaken the dependence on dose rate. Interstitials in iron are mobile at room temperature, so the immobile model belongs to cold foils. Migration, and the closeness of each new vacancy to its own interstitial, can make the loss larger.

### Beam heating

Let the beam heat a disc of radius \(a\) uniformly, with power \(q\) per unit volume, in a foil of thermal conductivity \(\kappa\) held at fixed temperature at radius \(R\). Heat flows only along the foil. For a foil of thickness \(h\), the heat produced inside radius \(r<a\) must cross the circle at \(r\):

\[
q\pi r^2h=-2\pi rh\,\kappa\frac{dT_f}{dr}
\quad\Rightarrow\quad \frac{dT_f}{dr}=-\frac{qr}{2\kappa},
\]

where \(T_f\) is the foil temperature. From the centre to \(a\) the drop is \(qa^2/(4\kappa)\). Outside, the heat \(q\pi a^2h\) is constant, so \(dT_f/dr=-qa^2/(2\kappa r)\), and the further drop is \((qa^2/2\kappa)\ln(R/a)\). Together,

\[
\Delta T_f=\frac{qa^2}{4\kappa}\left[1+2\ln\frac{R}{a}\right].
\]

Take rough values: an energy loss of 10 MeV/cm, all left in the foil as heat, \(a=1\) µm, \(R=1\) mm and \(\kappa=80\) W/(m K). An electron losing 10 MeV/cm gives up \(10^7\) eV per cm, so \(q=(10\ \mathrm{A/cm^2})(10^7\ \mathrm{V/cm})=10^8\) W/cm³, or \(10^{14}\) W/m³. Then

\[
\Delta T_f=\frac{10^{14}\times10^{-12}}{4\times80}\,(1+13.8)\ \mathrm{K}=4.6\ \mathrm{K}.
\]

A direct numerical solution of the heat balance gives the same value. Heating is minor for this narrow beam, but at fixed current density it grows as \(a^2\) times the bracket, which falls slowly as \(a\) increases. A beam of radius 10 µm, with everything else held fixed, would give \(31.25\times10.2\approx320\) K, enough to alter defect motion. Two corrections pull in opposite directions. The conductivity of iron falls as it warms, which raises the figure for a foil starting at room temperature. But knock-on electrons of more than about 10 keV mostly escape from a foil a few hundred nanometres thick, so only about three quarters of the energy loss stays as heat, which lowers it. The two roughly offset, and 320 K should be read as a rough size only.

In a foil 300 nm thick the same energy loss amounts to 300 eV per electron, or 0.03% of 1 MeV. Treating the beam energy as constant is therefore safe.

### Beside a real irradiation

These conditions resemble those in a high-voltage electron microscope, where a focused beam can reach current densities of this order. A real iron crystal has no single threshold: the energy needed depends on the recoil direction. A cross section of 50 barns applies the low threshold of the easiest directions to every recoil, and is therefore high for iron at 1 MeV. The averaged 40 eV threshold lowers the rate by a factor of nearly five, to about 0.0007 dpa/s. That figure is itself likely to be low, because directions with low thresholds contribute more than their share: if thresholds were spread evenly from 20 to 60 eV, the mean cross section would be about 15 barns, not the 10.4 barns found at the mean threshold. The rate also assumes that the flux at the atoms equals the average \(j/e\). When the beam runs along a major crystal axis, the electron wave can concentrate on the columns of atoms and raise the local flux, possibly several times in a thin foil. Orientation can matter even at uniform flux, because it sets the crystal directions in which the atoms recoil, and the threshold depends on those directions. The estimates here leave out both effects. The figure of 0.003 dpa/s follows from the stated 50 barns and a uniform flux; for iron it should be used only with the threshold and the crystal orientation named. The computed values are collected in the numerical output below.

## Table of computed values

```
Input cross section: 50 barn
Input current density: 10 A/cm2
Elementary charge: 1.6022e-19 C
Electron flux: 6.242e+19 1/(cm2 s)
Damage rate: 3.121e-03 dpa/s
Time to 1 dpa: 320 s
Fraction displaced at least once at 1 dpa: 0.632
Disc simulation, expected hits per atom: 1.000
Disc simulation, counted hits per atom: 0.996
Disc simulation, fraction hit: 0.637
Beam energy: 1.0 MeV
Electron speed / light speed: 0.9411
Electron rest energy: 0.5110 MeV
Iron nuclear charge number: 26
Iron rest energy: 52024 MeV
Maximum energy transfer to Fe: 77.73 eV
Same from exact conservation: 77.73 eV
Ed = 20 eV, McKinley-Feshbach: 49.49 barn
Ed = 20 eV, Mott partial waves: 53.24 barn
Ed = 20 eV, McKinley-Feshbach rate: 3.09e-03 dpa/s
Ed = 40 eV, McKinley-Feshbach: 10.43 barn
Ed = 40 eV, Mott partial waves: 11.42 barn
Ed = 40 eV, McKinley-Feshbach rate: 6.51e-04 dpa/s
Mott / McKinley-Feshbach for Z = 1: 1.00011
Threshold giving 50 barn: 19.88 eV
Ed = 20 eV with secondaries: 50.37 barn
Increase from secondaries: 1.8 %
Recombination volume: 100 sites
Dose in recombination test: 0.0010 dpa
Time to this dose: 0.32 s
Retained fraction, formula: 0.906
Retained fraction, simulation: 0.906
Beam radius: 1.0 micrometre
Rim radius: 1.0 mm
Thermal conductivity: 80 W/(m K)
Electron energy loss: 10 MeV/cm
Heat density: 1.00e+14 W/m3
Beam heating, formula: 4.63 K
Beam heating, finite volumes: 4.63 K
Foil thickness: 300 nm
Energy loss through foil: 300 eV
```
